# How hydrogen lowers the fluorine content of films from CF4 plasmas

A model reactor fed with pure CF4 at 0.05 Torr grows a fluorocarbon film with 1.97 fluorine atoms per carbon, at 10 nm/min. Replace 20% of the feed by H2 and the ratio falls to 1.65, while the growth rate rises to 71 nm/min. Less carbon enters, yet more of it becomes film, and that film is poorer in fluorine. The feed pressure, gas temperature, residence time, electron density and electron temperature are held fixed; because molecules split, the total gas density in the model ends a few percent above its feed value. Two things have changed: the CF4 is diluted, and hydrogen can react. If the same mixture is computed with every HF-forming reaction switched off, the ratio stays at 1.97. Dilution is therefore not what lowers it; the formation of HF is.

## What a film has to lose

Write $r$ for the F/C ratio of the film. Consider a connected piece of film with $N$ carbon atoms, every valence used, and no elements but C and F. Connecting $N$ atoms takes at least $N-1$ bonds. Let $L$ be the number of further C–C bonds, each of which closes a ring or turns a single bond into a multiple one. The carbons have $4N$ valences and each C–C bond uses two, so the number of fluorine atoms is

$$N_F=4N-2(N-1+L),\qquad r=\frac{N_F}{N}=2+\frac{2}{N}-\frac{2L}{N}.$$

For $N=50$ this gives 2.04 without rings and 1.56 with $L=12$. A long chain has $r\approx2$, and cross-links bring it lower. Since CF4 arrives with four fluorines per carbon, a large film must dispose of about two or more for every carbon it keeps.

Where do they go? In steady state, what enters the reactor and is not pumped out is in the film. Let $C_{\rm in}$, $C_{\rm out}$ and $F_{\rm out}$ be atoms per unit time, with $F_{\rm in}=4C_{\rm in}$. Then

$$r=\frac{4C_{\rm in}-F_{\rm out}}{C_{\rm in}-C_{\rm out}}
\quad\Longrightarrow\quad
4-r=\frac{F_{\rm out}-4C_{\rm out}}{C_{\rm in}-C_{\rm out}}.$$

The numerator counts fluorine leaving in excess of the CF4 proportion. A pumped F or HF contributes $+1$, CF4 contributes nothing, and CF3, CF2 and CF contribute $-1$, $-2$ and $-3$.

This ledger does not require HF. In pure CF4 the excess leaves as free F. But the pump removes F in proportion to its density, and the same density attacks the film and the radicals from which it grows. HF offers an exit without that penalty. In the example the exhaust changes from $8.9\times10^{13}$ F atoms per cm³ in pure CF4 to $6.4\times10^{14}$ HF and $1.1\times10^{13}$ F per cm³ at 20% H2. The combined outflow of F and HF is seven times larger, and 98% of it is HF.

## Why fluorine goes to hydrogen

Three gas reactions form HF in the model. Their electronic energy changes, computed with the PBE0 functional in the def2-SVPD basis at fixed round geometries, are

- F + H2 → HF + H: $-1.52$ eV
- H + CF3 → CF2 + HF: $-1.81$ eV
- H + CF2 → CF + HF: $-0.56$ eV

All three are downhill because the H–F bond, 5.96 eV at this level, is stronger than the bond that is broken. For the first reaction, coupled cluster theory with perturbative triples, CCSD(T), in the cc-pVTZ basis gives $-1.27$ eV. The two calculations differ in basis as well as in method, and their results by 0.25 eV. None of these numbers is converged to the digits shown. PBE0 in the def2-TZVP basis gives $-1.32$, $-1.83$ and $-0.48$ eV and an H–F bond of 5.84 eV; second-order perturbation theory (MP2) in that basis gives $-1.65$, $-1.98$ and $-0.40$ eV; and CCSD(T) in aug-cc-pVTZ gives $-1.33$ eV for the first reaction. Tabulated heats of formation put the second reaction nearer $-2.2$ eV. The signs are secure, but the sizes are good to a few tenths of an eV. Stretching all CF3 bonds by 0.02 angstrom changes its energy by 0.05 eV. Zero-point, thermal and spin-orbit terms are left out.

The reverse of the first reaction costs more than 1 eV, whereas $k_BT$ at 300 K is 0.026 eV. Thermal collisions with H therefore hardly return fluorine from HF. Energies do not supply rates, however. The rate constants and surface probabilities below are round, rough model inputs, listed in the numerical output.

## Hydrogen as a titrant of free fluorine

Electrons split CF4 into CF3 + F (70% of events) or CF2 + 2F (30%). Let $G$ be the resulting production of F per unit volume and time, and $\nu$ the frequency of all F losses other than reaction with H2. Let $S$ be the H2 feed per unit volume and time, $\nu_p$ the pumping frequency and $k$ the rate constant of F + H2. A first estimate neglects three smaller terms: F knocked out of the film by ions, the splitting of H2 by electrons, and the re-formation of H2 from H atoms at the wall. The steady balances are

$$G=\nu n_F+k\,n_Fn_{H_2},\qquad S=\nu_p n_{H_2}+k\,n_Fn_{H_2}.$$

The second gives $n_{H_2}=S/(\nu_p+kn_F)$. Inserting this in the first,

$$G=\nu n_F+\frac{S\,k n_F}{\nu_p+kn_F}.$$

The right-hand side grows with $n_F$ and with $S$. If $G$ and $\nu$ are held fixed, a larger H2 feed must therefore be balanced by a smaller $n_F$.

Two limits show how. If F consumes H2 much faster than the pump does, $kn_F\gg\nu_p$, the fraction tends to $S$ and

$$n_F\approx\frac{G-S}{\nu}\qquad(S<G).$$

Each H2 removes one F, as in a titration. Beyond the end point, $S>G$, nearly all F reacts with H2, provided the surviving H2 takes it faster than all other losses do, $kn_{H_2}\gg\nu$. Then $n_{H_2}\approx(S-G)/\nu_p$ survives, and $n_F\approx G/(kn_{H_2})$ is small.

The example at 20% H2 lies in the first limit. With an activation energy of 0.04 eV, $k=10^{-10}e^{-0.04/0.02585}=2.1\times10^{-11}$ cm³/s. With $n_F=1.09\times10^{13}$ cm⁻³, $kn_F\approx230$ s⁻¹, against $\nu_p=2.5$ s⁻¹. An F atom is lost to H2 at 76 s⁻¹, so $n_{H_2}=76/k\approx3.6\times10^{12}$ cm⁻³. Unreacted, the H2 would stand at 20% of the gas density of $1.61\times10^{15}$ cm⁻³, that is at $3.2\times10^{14}$ cm⁻³, so about 1% of it remains.

The H atom left by this reaction can bind a second fluorine, taken from a radical or from the film. The outflow confirms it: HF leaves at $2.5\times6.36\times10^{14}=1.59\times10^{15}$ cm⁻³ s⁻¹, while H2 enters at $2.5\times3.2\times10^{14}=8.0\times10^{14}$ cm⁻³ s⁻¹. That is very nearly two HF per H2. The scavenging rate, $76.4\times1.09\times10^{13}=8.3\times10^{14}$ cm⁻³ s⁻¹, accounts for about half of the HF. Attack by H atoms supplies the rest.

## The composition of the film

The film must now be connected to these densities. Let it consist of CF2 units and cross-linked or unsaturated CF units, with $u$ the fraction of CF. Then $r=2(1-u)+u=2-u$. The model cannot go below $r=1$, because CF units are not stripped further. CF3 is taken not to stick; its carbon can reach the film after losing a fluorine.

Five fluxes per unit area enter:

- $D_1$: deposition of CF
- $D$: deposition of CF and CF2 together
- $A$: F atoms able to turn CF into CF2
- $B$: H atoms and ions able to turn CF2 into CF
- $E$: carbon removal from a surface made of CF2 alone

A gas of density $n$ and mean speed $v$ strikes a wall with flux $nv/4$. For F at 300 K, $v/4=1.445\times10^4$ cm/s. With an addition probability of 0.01, pure CF4 gives $A=0.01\times8.87\times10^{13}\times1.445\times10^4=1.28\times10^{16}$ cm⁻² s⁻¹. Etching follows CF2 + 2F → CF4, so $E$ is half the flux of etching F atoms.

Assume that the surface layer is well mixed. CF units are gained by deposition and by stripping of the CF2 fraction $1-u$, and lost by fluorination of the fraction $u$. Carbon accumulates at the net rate $D-E(1-u)$, and in steady growth a fraction $u$ of it is buried as CF. Hence

$$D_1-Au+B(1-u)=u\,[D-E(1-u)].$$

Multiply out both sides and collect the terms in $u$ on the right:

$$D_1+B=u(D+A+B-E)+Eu^2.$$

With $b=D+A+B-E$ and $c=D_1+B$ this is $Eu^2+bu-c=0$. For $c>0$ the product of the roots, $-c/E$, is negative, so one root is positive:

$$u=\frac{-b+\sqrt{b^2+4Ec}}{2E}=\frac{2c}{b+\sqrt{b^2+4Ec}}.$$

The second form follows on multiplying numerator and denominator by $b+\sqrt{b^2+4Ec}$, and it remains usable as $E\to0$. At $u=1$ the left side of the quadratic is $D+A-D_1\ge0$, so the root does not exceed 1. For weak etching,

$$r\approx2-\frac{D_1+B}{D+A+B}.$$

Abundant F makes $A$ large and drives $r$ towards 2, as long as etching leaves a growing film: fluorine heals the defects that ions and hydrogen make. Without F or etching, $r=2-(D_1+B)/(D+B)$. The result holds while the film grows, $D>E(1-u)$.

A random simulation of a 300-unit mixed layer tests the full formula. For relative fluxes $D_1=0.2$, $D=1$, $A=0.7$, $B=0.5$, $E=0.3$ it gives $r=1.652$, against 1.651 from the formula.

## Reading the composition

In units of $10^{14}$ cm⁻² s⁻¹, pure CF4 has $D_1=0$, $D=9.59$, $A=128$, $B=3.69$ and $E=6.41$. Thus $b=134.9$, $c=3.69$ and

$$u=\frac{7.38}{134.9+135.2}=0.027,\qquad r=1.97.$$

At 20% H2 the values are $D_1=9.92$, $D=24.3$, $A=15.7$, $B=6.42$ and $E=0.787$. Now $b=45.6$, $c=16.3$ and

$$u=\frac{32.7}{45.6+46.2}=0.356,\qquad r=1.64,$$

which agrees with the 1.645 obtained from unrounded fluxes.

The role of free F can be isolated by putting the new $A$ and $E$ into the pure-CF4 case and leaving the other fluxes alone. Then $b=28.2$, $u=7.38/(28.2+28.4)=0.13$ and $r=1.87$. The further fall comes from the hydrogen-made CF and from stripping of the film, partly offset by the larger supply of CF2.

Switching reactions on and off at 20% H2 tests the cause:

- All HF formation off: $r=1.968$
- F + H2 the sole source of HF: $r=1.751$
- H attack the sole source of HF: $r=1.929$
- All routes on: $r=1.645$

Measured from 1.968, the separate routes lower $r$ by 0.22 and 0.04, but together by 0.32. These are not shares of the full result: with H attack off, the unused H recombines at the wall and scavenges again, so free F falls to about $5\times10^{11}$ cm⁻³, well below its value with all routes on. One reason is that scavenging feeds the other route: it releases $8.3\times10^{14}$ H atoms per cm³ and second, whereas with scavenging off the only source of H is electron impact on H2, whose density cannot exceed $3.2\times10^{14}$ cm⁻³, so that at most $2\times0.5\times3.2\times10^{14}=3.2\times10^{14}$ are released.

## Why the film grows faster

In the same flux units, net carbon gain rises from $9.59-6.41\times0.973=3.35$ to $24.3-0.787\times0.645=23.8$, by 20.4 units. Weaker etching contributes 5.7 of these. The other 14.7 are extra deposition, and they have two sources.

The larger is CF3. Without H its carbon can enter this film only by first re-forming CF4, which electrons may then split into CF2. At 20% H2 the CF4 density cannot exceed 80% of the gas density, $1.29\times10^{15}$ cm⁻³. Electrons split CF4 at 1 s⁻¹ and 30% of events give CF2, so direct CF2 production is at most $3.9\times10^{14}$ cm⁻³ s⁻¹. The chamber has $2/15+2/14=0.276$ cm² of wall per cm³, which turns this into at most 14 flux units. At least 10 of the 24.3 deposited units must therefore come from CF3 stripped by H.

The second source is the survival of CF2. In pure CF4 a CF2 radical is turned back into CF3 by F at $4\times10^{-13}\times8.87\times10^{13}=35$ s⁻¹, against sticking at 49 s⁻¹. At 20% H2 the first rate is 4 s⁻¹, and the chance that the carbon of a CF2 radical is deposited rises from 0.56 to 0.92. This mostly offsets the fall of CF4 from $1.56\times10^{15}$ to $1.01\times10^{15}$ cm⁻³: directly produced CF2 deposits 10.1 units against 9.6 in pure CF4, and about 14.3 units come through CF3 stripped by H. The two gains overlap, because CF3 re-formed from CF2 can itself be stripped by H. Both sources trace back to fluorine bound as HF.

More hydrogen lowers $r$ further, to 1.38 at 30% and 1.24 at 40%. Growth, however, is 82 nm/min at 30% and 72 nm/min at 40%. Divided by the CF4 fraction these are 118 and 120 nm/min, so dilution of the carbon source accounts for the fall.

## How far the model reaches

The pressure, an electron density of $10^{10}$ cm⁻³ and an electron temperature of 3 eV are rough values for a low-density processing plasma. Real plasma-deposited fluorocarbon films can have F/C ratios between roughly 1 and 2, the range the model covers. The computed 10 nm/min in pure CF4 should not be taken as typical. A silicon wafer consumes F as SiF4, and strong ion bombardment can turn deposition into etching; neither is modelled.

The fixed electron density is a serious idealization. If adding H2 halves it, $r$ at 20% H2 becomes 1.44 instead of 1.65, the largest shift among the neglected effects that were sized. CF4 is then split at 0.5 s⁻¹, giving 0.65 F per CF4 and second. Neglecting re-formed CF4, its density is $1.29\times10^{15}\times2.5/3.0=1.07\times10^{15}$ cm⁻³, so F is made at about $7\times10^{14}$ cm⁻³ s⁻¹. The H2 feed of $8\times10^{14}$ exceeds this: the titration has reached or passed its end point.

Gas at 500 K and the same pressure gives 1.69, pairing of CF3 gives 1.61, and electron break-up of HF gives 1.62. The assumption of uniform density is poor for CF, whose wall loss of 156 s⁻¹ exceeds the estimated diffusion rate of 143 s⁻¹, but correcting its sticking for this changes $r$ by just 0.003. CF2 was not corrected, although its wall loss of 49 s⁻¹ is not negligible beside diffusion either; the threefold change of its sticking, included below, is larger than this effect.

Ten uncertain inputs were also changed one at a time by a factor of three each way. The fall in $r$ at 20% H2, 0.33 in the reference case, then ranges from 0.14 to 0.56, and is smallest for the tripled electron density. The residence time and the CF4 dissociation rate constant, not among the ten, act more strongly: threefold changes give falls from 0.09 to 0.63 and from 0.12 to 0.66. The direction survives these changes; the size depends on the reactor.

One omission bears on the cause itself. If the film holds $h$ hydrogen atoms per carbon, they occupy valences, and the count becomes $r=2+2/N-2L/N-h$. Hydrogen can then lower F/C by taking fluorine's place as well as by carrying it away. The HF mechanism accounts for the fall within this model, while in a real hydrogen-containing film both effects can contribute.

## Values computed for the example and the checks

```
input: pressure Torr = 0.05; gas temperature K = 300
input: residence time s = 0.4; chamber radius cm = 15
input: chamber height cm = 14; electrons cm^-3 = 1e+10
input: electron temperature eV = 3; CF3+F branch = 0.7
input: k e+CF4 cm3/s = 1e-10; k e+H2 cm3/s = 5e-11
input: k F+CF3 cm3/s = 5e-12; k F+CF2 cm3/s = 4e-13
input: k F+CF cm3/s = 1e-13; prefactor F+H2 cm3/s = 1e-10
input: activation F+H2 eV = 0.04; k H+CF3 cm3/s = 9e-11
input: k H+CF2 cm3/s = 4e-11; CF2 sticking = 0.02
input: CF sticking = 0.05; F addition prob. = 0.01
input: F etch prob. = 0.001; H strip prob. = 0.005
input: H recombination prob. = 0.005; F loss per ion = 0.3
input: surface carbon cm^-2 = 1e+15; film carbon cm^-3 = 2e+22
PBE0 H-F bond energy = 5.96 eV
PBE0 F+H2->HF+H = -1.52 eV; CCSD(T) = -1.27 eV
PBE0 H+CF3->CF2+HF = -1.81 eV
PBE0 H+CF2->CF+HF = -0.56 eV
CF3 bonds stretched by 0.02 angstrom: 0.051 eV
F/C ceiling, 50 carbons: no ring 2.04, 12 rings 1.56
test film F/C: random 1.652, formula 1.651
H2 0%: F 8.87e+13, H 0.00e+00, HF 0.00e+00 cm^-3; F/C 1.973; growth 10.1 nm/min
H2 10%: F 3.80e+13, H 5.28e+11, HF 3.20e+14 cm^-3; F/C 1.863; growth 43.0 nm/min
H2 20%: F 1.09e+13, H 8.67e+11, HF 6.36e+14 cm^-3; F/C 1.645; growth 71.4 nm/min
H2 30%: F 6.91e+11, H 1.41e+12, HF 8.21e+14 cm^-3; F/C 1.379; growth 82.4 nm/min
H2 40%: F 1.61e+11, H 2.37e+12, HF 7.53e+14 cm^-3; F/C 1.241; growth 72.1 nm/min
film fluxes at 0% H2 (1e14 cm^-2 s^-1): D1 0, D 9.59, A 128, B 3.69, E 6.41
film fluxes at 20% H2 (1e14 cm^-2 s^-1): D1 9.92, D 24.3, A 15.7, B 6.42, E 0.787
F loss at 20% H2: to H2 76.4 /s, pump 2.50 /s
exhaust-ledger F/C: 0% 1.973, 20% 1.645
20% H2, all HF formation off: F/C 1.968
20% H2, only F+H2 forms HF: F/C 1.751
20% H2, only H attack forms HF: F/C 1.929
CF loss: wall 156 /s, diffusion 143 /s
HF split by electrons, k=5e-11 cm3/s: F/C 0% 1.973, 20% 1.616
CF3 pairing, k=5e-12 cm3/s: F/C 0% 1.974, 20% 1.610
gas at 500 K: F/C 0% 1.967, 20% 1.688
slow CF diffusion: F/C 0% 1.973, 20% 1.648
electron density halved by H2: F/C 0% 1.973, 20% 1.444
F/C drop at 20% H2 = 0.328; threefold changes give 0.139 to 0.555
smallest drop: electrons cm^-3 times 3.00
```
